# The velocity operator and oscillator strengths with a nonlocal core potential, part 2

One electron of mass $m$ and charge $q=-e$ moves around a fixed core (SI units, no spin-orbit coupling), with $H=p^2/2m+V_{\rm loc}(\mathbf r)+V_{\rm nl}$ and $\mathbf p=-i\hbar\nabla$. $V_{\rm nl}$ has the Hermitian kernel $V(\mathbf r,\mathbf r')$; its semilocal form is $\sum_lU_l(r)\hat P_l$, where $\hat P_l$ projects on angular momentum $l$. With $\mathbf c=[V_{\rm nl},\mathbf r]$, the velocity is not $\mathbf p/m$ but

$$\mathbf v=\frac{\mathbf p}{m}+\frac{i}{\hbar}\,[V_{\rm nl},\mathbf r].\tag{1}$$

$$(\mathbf c\,\psi)(\mathbf r)=\int V(\mathbf r,\mathbf r')\,(\mathbf r'-\mathbf r)\,\psi(\mathbf r')\,d^3r'.\tag{2}$$

Between exact eigenstates with $\hbar\omega=E_f-E_i$, the oscillator strengths are $f^L=\frac{2m\omega}{3\hbar}|\mathbf r_{fi}|^2$, $f^V=\frac{2m}{3\hbar\omega}|\mathbf v_{fi}|^2$, $f^p=\frac{2}{3m\hbar\omega}|\mathbf p_{fi}|^2$ and $f^M=\frac{2}{3\hbar}{\rm Im}(\mathbf r_{if}\cdot\mathbf p_{fi})$ (no $1/3$ in one dimension). If $\mathbf r\psi_i$ lies in the domain where $H$ is self-adjoint, $f^V=f^L$ and

$$\mathbf v_{fi}=\frac{i}{\hbar}(E_f-E_i)\,\mathbf r_{fi}=i\omega\,\mathbf r_{fi}.\tag{5}$$

$$\mathbf p_{fi}=im\omega\,\mathbf r_{fi}-\frac{im}{\hbar}\,\mathbf c_{fi}=\frac{im}{\hbar}\big(\hbar\omega\,\mathbf r_{fi}-\mathbf c_{fi}\big).\tag{6}$$

$$f^p-f^L=\frac{2m}{3\hbar^3\omega}\Big(|\mathbf c_{fi}|^2-2\hbar\omega\,{\rm Re}\,(\mathbf r_{fi}^*\cdot\mathbf c_{fi})\Big).\tag{7}$$

For semilocal $V_{\rm nl}$ and states $r^{-1}u(r)Y_{lm}$,

$$\mathbf c_{fi}=\langle l'm'|\hat{\mathbf r}|lm\rangle\int_0^\infty u_{l'}\,(U_{l'}-U_l)\,r\,u_l\,dr .\tag{8}$$

For s→p, $\mathbf n_m=\langle1m|\hat{\mathbf r}|00\rangle$, $R=\int_0^\infty u_pru_sdr$, $D=\int_0^\infty u_p(u_s'-u_s/r)dr$ and $C=\int_0^\infty u_p(U_1-U_0)ru_sdr$. Summed over $m$, $f^L=\frac{2m\omega}{3\hbar}R^2$, $f^p=\frac{2\hbar}{3m\omega}D^2$, $f^M=-\frac23RD$. If the surface terms $rW$ and $u_su_p$ vanish at $0$ and $\infty$, with $W=u_su_p'-u_pu_s'$,

$$\hbar\omega R=C-\frac{\hbar^2}{m}D .\tag{9}$$

$$\frac{f^p}{f^L}=\Big(1-\frac{C}{\hbar\omega R}\Big)^2,\qquad\frac{f^M}{f^L}=1-\frac{C}{\hbar\omega R}.\tag{10}$$

For the lowest s and p states, $U_1<U_0$ wherever they differ implies $f^p>f^L$ (part 7).

Part 5: light couples equivalently through $-q\mathbf E\cdot\mathbf r$ or $-q\mathbf A\cdot\mathbf v$. A constant $\mathbf A$ must shift no energy, but the naive $(\mathbf p-q\mathbf A)^2/2m+V_{\rm loc}+V_{\rm nl}$ shifts the ground energy by $\Delta E_{\rm naive}$.

Part 4's one-dimensional model is $H=p^2/2m+m\Omega^2x^2/2+\Lambda|\beta\rangle\langle\beta|$, $\hbar\Omega=12$ eV, $\Lambda=5$ eV (listed as D), normalized $\beta\propto e^{-x^2/2s^2}$, $s=0.05$ nm. Its test packet has centre $x_0$ and wave number $k$.

Part 1 quoted $f^L=0.6386$, $f^p=1.2345$ and ratio 1.933 for the gold-like model.

## 8. Sum rules

Let $f$ run over a complete set of eigenstates, continuum included, with $\omega$ carrying its sign. For one Cartesian component, expand the double commutator:

$$[x,[H,x]]=x(Hx-xH)-(Hx-xH)x=2xHx-x^2H-Hx^2 .$$

Its expectation value in $|i\rangle$ is $2\langle xHx\rangle-2E_i\langle x^2\rangle$. Inserting $\sum_f|f\rangle\langle f|=1$ between the two factors of $x$ gives $2\sum_f(E_f-E_i)|x_{fi}|^2$. Since $f^L=(2m/3\hbar^2)(E_f-E_i)\sum_a|\langle f|x_a|i\rangle|^2$,

$$\sum_ff^L=\frac{m}{3\hbar^2}\sum_a\langle[x_a,[H,x_a]]\rangle .$$

The kinetic part is $[x_a,-i\hbar p_a/m]=(-i\hbar)(i\hbar)/m=\hbar^2/m$ for each of three components, which gives 1, the Thomas-Reiche-Kuhn value. The nonlocal part $2x_aV_{\rm nl}x_a-x_a^2V_{\rm nl}-V_{\rm nl}x_a^2$ has the kernel $(2x_ax_a'-x_a^2-x_a'^2)V=-(x_a-x_a')^2V$. Therefore

$$\sum_ff^L=1-\frac{m}{3\hbar^2}\iint\psi_i^*(\mathbf r)\,|\mathbf r-\mathbf r'|^2\,V(\mathbf r,\mathbf r')\,\psi_i(\mathbf r')\,d^3r\,d^3r' .\tag{11}$$

In one dimension the factor $1/3$ is absent. In the model of part 4 the sum over all numerical eigenstates is 0.785474, and it agrees with the right side of (11) evaluated with the ground state.

For a semilocal potential and an s state, $x_a\psi_s$ is purely $l=1$, so $\sum_a\langle x_aV_{\rm nl}x_a\rangle=\langle r^2U_1\rangle$, while $r^2\psi_s$ is still an s function, so $\langle r^2V_{\rm nl}\rangle=\langle V_{\rm nl}r^2\rangle=\langle r^2U_0\rangle$. Then

$$\sum_ff^L=1+\frac{2m}{3\hbar^2}\int_0^\infty u_s^2\,r^2\,(U_1-U_0)\,dr .\tag{12}$$

Unless the integral in (11) happens to vanish, the correct strengths of the model do not sum to the number of electrons. The mixed form does. From $i\hbar=\langle i|[x_a,p_a]|i\rangle=\sum_f(x_{a,if}\,p_{a,fi}-{\rm c.c.})=2i\,{\rm Im}\sum_fx_{a,if}\,p_{a,fi}$, the sum over three components gives $3\hbar=2\,{\rm Im}\sum_f\mathbf r_{if}\cdot\mathbf p_{fi}$, that is

$$\sum_ff^M=1.\tag{13}$$

The Hamiltonian never entered except through completeness. A computed $\sum f^M=1$ is therefore a necessary sign of completeness but not a sufficient one: the step above needs only that the functions $x_a\psi_i$ lie in the span of the set, so for an s state the single normalized p function with radial part proportional to $ru_s$ already gives 1. The sum says nothing on whether $f^M$ is the right strength; by (10) it is not, unless $C=0$. The sum of $f^p$ contains $1/(E_f-E_i)$ and does not reduce through completeness alone to the expectation value of a commutator. For an s ground state, where $\sum_f|p_{z,fi}|^2/(E_f-E_i)$ is one third of the sum over all components, it measures the spurious response of part 5, $\Delta E_{\rm naive}=(q^2A^2/2m)(1-\sum f^p)$.

## 9. An exactly solvable model

Choose the Coulomb field of a singly charged core and inverse-square channel potentials, a model potential of Fues type:

$$V_{\rm loc}=-\frac{e^2}{4\pi\varepsilon_0r}=-\frac{\hbar^2}{ma_0r},\qquad U_l=\frac{\hbar^2B_l}{2mr^2},\qquad a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2},$$

with dimensionless $B_l$. The channel potential adds to the centrifugal term. Define $\nu_l$ as the larger root of $\nu_l(\nu_l-1)=l(l+1)+B_l$, which is real and above $1/2$ when $l(l+1)+B_l>-1/4$. Try $u=N\,r^\nu e^{-r/\nu a_0}$. Then $u'/u=\nu/r-1/\nu a_0$ and

$$\frac{u''}{u}=\Big(\frac{u'}{u}\Big)^2+\Big(\frac{u'}{u}\Big)'=\frac{\nu(\nu-1)}{r^2}-\frac{2}{a_0r}+\frac{1}{\nu^2a_0^2}.$$

Multiplied by $-\hbar^2/2m$, the first term cancels the combined inverse-square potential, the second cancels the Coulomb term, and the third is the energy:

$$E=-\frac{\hbar^2}{2ma_0^2\nu^2}.$$

The function has no node and is the lowest state of its channel. Near the origin the radial equation has a second solution $r^{1-\nu}$, which is square-integrable when $\nu<3/2$. In that range the Hamiltonian needs a boundary condition, and the model is defined by the regular behaviour $r^\nu$, just as for the s states of hydrogen, where $\nu=1$.

All integrals are of the type $\int_0^\infty r^{n}e^{-\alpha r}dr=\Gamma(n+1)/\alpha^{n+1}$. Normalization gives $N^2=(2/\nu a_0)^{2\nu+1}/\Gamma(2\nu+1)$. Put

$$\sigma=\nu_s+\nu_p,\qquad\delta=\nu_p-\nu_s,\qquad\alpha=\frac{1}{\nu_sa_0}+\frac{1}{\nu_pa_0}=\frac{\sigma}{\nu_s\nu_pa_0},$$

$$I_k=\int_0^\infty u_p\,r^k\,u_s\,dr=N_sN_p\,\frac{\Gamma(\sigma+k+1)}{\alpha^{\sigma+k+1}} .$$

The surface terms of part 7 behave as $r^\sigma$ at the origin and decay exponentially at infinity, so (9) applies. From $\Gamma(z+1)=z\Gamma(z)$, $I_{k+1}=I_k(\sigma+k+1)/\alpha$, hence

$$I_0=\nu_s\nu_pa_0\,I_{-1},\qquad R=I_1=\frac{\sigma+1}{\sigma}\,(\nu_s\nu_pa_0)^2\,I_{-1}.$$

With $u_s'-u_s/r=u_s[(\nu_s-1)/r-1/\nu_sa_0]$,

$$D=(\nu_s-1)I_{-1}-\frac{I_0}{\nu_sa_0}=(\nu_s-1-\nu_p)I_{-1}=-(1+\delta)\,I_{-1}.$$

The commutator integral is $C=(\hbar^2/2m)(B_1-B_0)I_{-1}$, and

$$B_1-B_0=\nu_p^2-\nu_p-2-\nu_s^2+\nu_s=\delta\sigma-\delta-2 ,$$

because $\nu_p^2-\nu_s^2=\delta\sigma$. The transition energy is

$$\hbar\omega=\frac{\hbar^2}{2ma_0^2}\,\frac{\nu_p^2-\nu_s^2}{\nu_s^2\nu_p^2}=\frac{\hbar^2\,\delta\sigma}{2ma_0^2\nu_s^2\nu_p^2},\qquad\text{so}\qquad\hbar\omega R=\frac{\hbar^2}{2m}\,\delta(\sigma+1)\,I_{-1}.$$

Equation (9) can now be checked by hand. In units of $(\hbar^2/2m)I_{-1}$ its right side is $(\delta\sigma-\delta-2)+2(1+\delta)=\delta\sigma+\delta=\delta(\sigma+1)$, which is the left side. The results are

$$\frac{C}{\hbar\omega R}=\frac{B_1-B_0}{\delta(\sigma+1)},\qquad\frac{f^p}{f^L}=\left[\frac{2(1+\delta)}{\delta(\sigma+1)}\right]^2,\qquad f^L=\frac{\delta(\sigma+1)^2}{3\sigma}\,I_0^2 ,\tag{14}$$

the last from $f^L=(2m/3\hbar^2)(\hbar\omega R)R$ and $(\nu_s\nu_pa_0I_{-1})^2=I_0^2$. In (12) the product $r^2(U_1-U_0)$ is the constant $\hbar^2(B_1-B_0)/2m$, so

$$\sum_ff^L=1+\frac{B_1-B_0}{3}.\tag{15}$$

For $\delta>0$ the bracket in (14) is positive, so the accidental case $C=2\hbar\omega R$ cannot occur, and the forms agree only when $2(1+\delta)=\delta(\sigma+1)$, which is $B_1=B_0$. Hydrogen is the local limit: $\nu_s=1$, $\nu_p=2$, $\delta=1$, $\sigma=3$, the bracket is $4/4$ and the sum is 1. There $N_s^2=4/a_0^3$, $N_p^2=1/24a_0^5$, $\alpha=3/2a_0$, so $I_0^2=(4/24)\,(3!)^2(2/3)^8=3\cdot2^9/3^8$ and $f^L=(16/9)I_0^2=2^{13}/3^9=0.416197$.

## 10. Worked example with gold-like inputs

The chosen inputs are a binding energy of 9.2 eV for s and an excitation energy of 4.9 eV, so that p is bound by 4.3 eV. The model has one valence electron, no polarization of the 5d shell and no spin-orbit splitting. The inverse-square form is chosen because it can be solved, and fitting two energies does not fix the shape of $U_1-U_0$ in a real core potential. The example shows that the effect can be large; it predicts neither the strength of the real gold line nor the size or sign of $C$ for a core potential used in practice. For $0<C<2\hbar\omega R$, (10) gives $f^p<f^L$, the opposite of the case worked here.

The constants are $a_0=5.291772\times10^{-11}$ m and $\hbar^2/ma_0^2=4.359745\times10^{-18}$ J $=27.21139$ eV. From $\nu=\sqrt{(\hbar^2/ma_0^2)/2|E|}$,

$$\nu_s=\sqrt{\frac{27.21139}{18.4}}=1.216092,\qquad\nu_p=\sqrt{\frac{27.21139}{8.6}}=1.778796,$$

so $\sigma=2.994888$ and $\delta=0.562704$. The strengths of the channel potentials are $B_0=1.216092\times0.216092=0.262788$ and $B_1=1.778796\times0.778796-2=-0.614681$, with $B_1-B_0=-0.877469$. The s channel is repulsive and the p channel attractive, the case in which part 7 requires $f^p>f^L$.

The gamma-function formula gives $I_{-1}=6.982897\times10^9\ {\rm m^{-1}}$ and $I_0=0.799336$. Then

$$D=-1.562704\times6.982897\times10^9\ {\rm m^{-1}}=-1.091220\times10^{10}\ {\rm m^{-1}},\qquad R=1.220526\times10^{-10}\ {\rm m}.$$

The frequency is $\omega=7.444410\times10^{15}\ {\rm s^{-1}}$ and $\hbar\omega=7.850666\times10^{-19}$ J. The three terms of (9) are

$$\hbar\omega R=7.850666\times10^{-19}\times1.220526\times10^{-10}=9.58194\times10^{-29}\ {\rm J\,m},$$

$$C=-3.74025\times10^{-29}\ {\rm J\,m},\qquad-\frac{\hbar^2}{m}D=13.32219\times10^{-29}\ {\rm J\,m},$$

and $13.32219-3.74025=9.58194$. Multiplying (9) by $m/\hbar$ puts it in units of momentum: the radial momentum element $-\hbar D=1.150770\times10^{-24}$ kg m/s and the correction $mC/\hbar=-0.323083\times10^{-24}$ kg m/s add to $m\omega R=0.827687\times10^{-24}$ kg m/s, the element of mass times velocity.

The relative correction is $C/\hbar\omega R=-3.74025/9.58194=-0.390344$, in agreement with $-0.877469/(0.562704\times3.994888)$ from (14). The mixed form is $f^M=\tfrac23\times1.220526\times1.091220=0.887908$, the powers of ten cancelling. By (10),

$$f^L=\frac{0.887908}{1.390344}=0.638625,\qquad f^p=0.887908\times1.390344=1.2345,\qquad\frac{f^p}{f^L}=1.390344^2=1.933056 .$$

These are the numbers of part 1. A momentum element that exceeds the correct element $m\omega R$ by 39 % of the latter nearly doubles the strength.

The closed forms were tested by an independent numerical route. The radial equations were written with the integer $l$ and the potentials $U_l$ as given, on a logarithmic grid with sinc basis functions, and diagonalized. This returned $E_s=-9.200000$ eV and $E_p=-4.300000$ eV, the values of $R$, $D$ and $C$ above, and $f^L=f^V=0.638625$, $f^p=1.234497$. Summing over the whole discretized p spectrum gave $\sum f^L=0.707510$, equal to $1-0.877469/3$ from (15), $\sum f^M=1.000000$ and $\sum f^p=1.464362$. The naive strength of this single line exceeds both 1 and the total, 0.7075, that the model allows for all lines from the s state together. The angular reduction was tested separately by applying the projectors by quadrature over angles in three dimensions: the element of $[V_{\rm nl},z]$ from s to the $m=0$ p state is $-2.159435\times10^{-29}$ J m, which is $C/\sqrt3$, and $\sum_m|\mathbf n_m|^2=1.000000$.

## 11. A short-ranged Gaussian potential

The inverse-square potentials have long tails and a singular centre, and one may suspect that the effect comes from these. Semilocal core potentials in quantum chemistry are built from Gaussians. Keep the same $V_{\rm loc}$ and choose

$$U_0=80\ {\rm eV}\times e^{-(r/0.05\,{\rm nm})^2},\qquad U_1=-10\ {\rm eV}\times e^{-(r/0.06\,{\rm nm})^2}.$$

These are chosen inputs and represent no particular element. The same numerical diagonalization gives $E_s=-5.932699$ eV, $E_p=-3.528641$ eV, $\hbar\omega=3.851726\times10^{-19}$ J, $R=1.977889\times10^{-10}$ m and $D=-7.283424\times10^9\ {\rm m^{-1}}$. Equation (9) reads $-1.273700+8.891989=7.618289$ in units of $10^{-29}$ J m, and $C/\hbar\omega R=-0.167190$. The ratio is $1.167190^2=1.362332$.

| model | $f^L=f^V$ | $f^M$ | $f^p$ | $\sum f^L$ |
|---|---|---|---|---|
| gold-like | 0.6386 | 0.8879 | 1.2345 | 0.7075 |
| Gaussian | 0.8228 | 0.9604 | 1.1210 | 0.9235 |
| hydrogen | 0.4162 | 0.4162 | 0.4162 | 1.0000 |

For hydrogen $f^M$ equals the other forms by (10) with $C=0$. In the Gaussian model $\sum f^L=0.923481$ matches (12), $\sum f^M=1.000000$ and $\sum f^p=1.147657$. The potentials are confined well inside the region that carries $R$, which is about 0.2 nm, and the naive form is still 36 % too large. Size and sign belong to these chosen inputs and are not typical values: for the sodium 3s→3p line with two core potentials used in practice (LANL2DZ and ccECP, ten core electrons), in a basis large enough that $f^V=f^L$, $f^p$ lies about 4 % below $f^L$.

## 12. Many electrons, Monte Carlo and solids

For $N$ electrons $H=\sum_j[p_j^2/2m+V_{\rm loc}(\mathbf r_j)+V_{{\rm nl},j}]+\sum_{j<k}e^2/4\pi\varepsilon_0|\mathbf r_j-\mathbf r_k|$, and the dipole operator is $\sum_j\mathbf r_j$. The repulsion is a function of positions and commutes with every $\mathbf r_j$. Operators of different electrons commute. So $(i/\hbar)[H,\sum_j\mathbf r_j]=\sum_j\mathbf v_j$ with each $\mathbf v_j$ given by (1), and (5) to (7) hold for exact many-electron eigenstates with summed operators. In (11) the 1 becomes $N$, the number of electrons treated explicitly, and the nonlocal term is summed over $j$. With several atoms $V_{\rm nl}$ is a sum over centres; the factor $\mathbf r'-\mathbf r$ in (2) is a difference of positions, so $\mathbf c$ does not depend on the origin.

In quantum Monte Carlo the commutator can be evaluated in the same way as the nonlocal energy. The addition theorem $\sum_mY_{lm}(\Omega)Y_{lm}^*(\Omega')=\frac{2l+1}{4\pi}P_l(\cos\gamma)$, with $P_l$ the Legendre polynomial and $\gamma$ the angle between the two directions, gives the projector as an integral over the sphere through electron $j$, and (2) inserts the displacement:

$$\frac{\mathbf c_j\Psi}{\Psi}=\sum_lU_l(r_j)\,\frac{2l+1}{4\pi}\int P_l(\cos\gamma)\,(\mathbf r_j'-\mathbf r_j)\,\frac{\Psi(\dots\mathbf r_j'\dots)}{\Psi(\dots\mathbf r_j\dots)}\,d\Omega',\qquad|\mathbf r_j'|=|\mathbf r_j| .$$

The wave-function ratios are those already needed for $V_{\rm nl}\Psi/\Psi$. The locality approximation of diffusion Monte Carlo replaces $V_{\rm nl}$ by the function $V_{\rm nl}\Psi_T/\Psi_T$ of a trial state, which does commute with the positions. If one trial function is used for both states, the localized Hamiltonian is local and its length and momentum forms agree between its exact eigenstates, provided the assumption behind (5) holds for them, but its excited state is in general not an eigenstate of $H$, so the common value is in general not the strength of the original model. If each state has its own trial function, and hence its own localized potential, $\mathbf v=\mathbf p/m$ is not restored for the transition: even with exact real trial functions, $\mathbf c_{fi}$ is precisely the matrix element of $\mathbf r$ weighted by the difference of those two potentials, as in (8).

In a periodic solid $\mathbf r\psi$ violates the boundary conditions, so the assumption behind (5) fails and the length form is not directly defined. The operator (1) is: its kernel (2) depends on position through $V(\mathbf r,\mathbf r')$ and $\mathbf r'-\mathbf r$, both unchanged by a lattice translation. With $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, differentiation gives $\hbar^{-1}\nabla_{\mathbf k}H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}(i/\hbar)[H,\mathbf r]e^{i\mathbf k\cdot\mathbf r}$, so band slopes are expectation values of $\mathbf v$ and not of $\mathbf p/m$.

## 13. Mistakes and limits of validity

The first mistake is to read a gap between $f^L$ and $f^p$ as a sign of basis-set or correlation error. For a local Hamiltonian that reading is sound, because exact eigenstates obey (5) with $\mathbf v=\mathbf p/m$, so a gap shows that the states are not exact; the converse does not follow, since approximate states can also satisfy (5). With a core potential the gap tends to the value (7) as the states become exact, so for a line where (7) is not zero the converged wave functions leave it open. The pair whose disagreement shows inexact states is $f^L$ and $f^V$; their agreement is necessary but not sufficient, since for one line it is a single condition that poor states can also meet. An accidental agreement of $f^L$ and $f^p$ in a poor basis is no evidence of convergence.

The second is the sign. The order in (1) is $[V_{\rm nl},\mathbf r]$ with $+i/\hbar$. Reversing it subtracts $mC/\hbar$ from $-\hbar D$ in place of adding it, which in the gold-like example moves the element from 1.1508 up to 1.4739 in place of down to 0.8277, in units of $10^{-24}$ kg m/s. The identity (9) is the check.

The third is to regard a semilocal potential as local because it is diagonal in $r$. It connects different directions on a sphere, and it is the angular displacement $\mathbf r'-\mathbf r$ that produces (8).

The fourth is to normalize a spectrum to the number of valence electrons. By (11) the correct strengths of the model in general do not have that sum, and the form that has it, $f^M$, is in general not the correct strength.

The result concerns consistency inside the model defined by $H$. It shows that $f^L$ and $f^V$ are the strengths that this Hamiltonian gives in either gauge. It does not show that they equal the all-electron values: the pseudo-orbitals differ from the true orbitals inside the core, and the frozen core does not respond to the field. The length form weights large $r$, where the pseudo-orbitals are built to be faithful, whereas $C$, for a short-ranged core potential, comes only from the core region where $U_0$ and $U_1$ differ. Neither $D$ nor $C$ alone gives the transition strength of the model; only their combination in (9) does.

Nothing in the derivation of (1) used the origin of $V_{\rm nl}$. Any term of a one-electron Hamiltonian with an off-diagonal kernel contributes its commutator with $\mathbf r$. The exchange operator of Hartree-Fock theory is such a term, so between eigenfunctions of the Fock operator the relation (5), with orbital energy differences, holds in general only when its commutator is added to $\mathbf p/m$, even in an all-electron calculation. A spin-orbit term, excluded at the start, contains $\mathbf p$ and likewise fails to commute with $\mathbf r$; for a heavy atom such as gold it adds its own contribution to the velocity.

## Computed results

```
a0 = 5.291772e-11 m, hbar^2/(m a0^2) = 4.359745e-18 J = 27.21139 eV
1D inputs: hbar*Omega = 12 eV, D = 5 eV, projector width = 0.05 nm
1D packet: k = 1e10 1/m, width = 0.06 nm, x0 = 0.02 nm
1D d<x>/dt (propagated) = 9.795149e+05 m/s
1D <p>/m = 1.157676e+06 m/s, (i/hbar)<[V,x]> = -1.781615e+05 m/s
1D E0 = 10.399654 eV, hbar*omega_10 = 7.600346 eV
1D qA/hbar = 5e9 1/m: E0 correct = 10.399654 eV, naive = 10.139552 eV
1D f^L = 0.759365, f^V = 0.759365, f^p = 1.279291, sum f^L = 0.785474
Au-like inputs: s binding = 9.2 eV, excitation = 4.9 eV, p binding = 4.3 eV
Au nu_s = 1.216092, nu_p = 1.778796, sigma = 2.994888, delta = 0.562704
Au B_0 = 0.262788, B_1 = -0.614681, B_1-B_0 = -0.877469
Au I_-1 = 6.982897e+09 1/m, I_0 = 0.799336
Au E_s = -9.200000 eV, E_p = -4.300000 eV
Au omega = 7.444410e+15 1/s, hbar*omega = 7.850666e-19 J
Au R = 1.220526e-10 m, D = -1.091220e+10 1/m
Au C = -3.740250e-29 J m, -hbar^2 D/m = 1.332219e-28 J m
Au hbar*omega*R = 9.581940e-29 J m, C/(hbar omega R) = -0.390344
Au -hbar D = 1.150770e-24, m C/hbar = -3.230826e-25, m omega R = 8.276873e-25 kg m/s
Au f^L = 0.638625, f^V = 0.638625, f^p = 1.234497, f^M = 0.887908
Au f^p/f^L = 1.933056
Au sum f^L = 0.707510, sum f^M = 1.000000, sum f^p = 1.464362
Au closed forms: ratio = 1.933056, sqrt = 1.390344, 1+(B1-B0)/3 = 0.707510
Gauss inputs: U_0 = 80 eV exp(-(r/0.05 nm)^2), U_1 = -10 eV exp(-(r/0.06 nm)^2)
Gauss E_s = -5.932699 eV, E_p = -3.528641 eV
Gauss omega = 3.652408e+15 1/s, hbar*omega = 3.851726e-19 J
Gauss R = 1.977889e-10 m, D = -7.283424e+09 1/m
Gauss C = -1.273700e-29 J m, -hbar^2 D/m = 8.891989e-29 J m
Gauss hbar*omega*R = 7.618289e-29 J m, C/(hbar omega R) = -0.167190
Gauss -hbar D = 7.680893e-25, m C/hbar = -1.100221e-25, m omega R = 6.580673e-25 kg m/s
Gauss f^L = 0.822820, f^V = 0.822820, f^p = 1.120954, f^M = 0.960387
Gauss f^p/f^L = 1.362332
Gauss sum f^L = 0.923481, sum f^M = 1.000000, sum f^p = 1.147657
H 1s-2p: f^L = 0.416197, f^p = 0.416197, sum f^L = 1.000000
3D Au <p0|[V,z]|s> = -2.159435e-29 J m (= C/sqrt3)
3D sum_m |<1m|rhat|00>|^2 = 1.000000
```
